# Choosing the energy-delta treatment in phonon scattering rates on a mesh

An electron 0.003 Ha above a band minimum can absorb or emit a phonon of energy 0.001 Ha. Its final states then lie on two constant-energy surfaces. A first-principles program knows the band only at the nodes of a mesh, and a surface generally misses every node. The program must therefore be told how to replace the energy delta. Three choices are compared here: a Gaussian of fixed width, a Gaussian whose width follows the band velocity, and linear interpolation in tetrahedra. Each takes the limits of fine mesh and small width in a different order. A parabolic band, whose rate is known, shows what each order costs.

## The rate to be reproduced

Hartree atomic units are used. Let \(\varepsilon_{\mathbf k}=k^2/2m\), let the phonon energy \(\omega\) be independent of wavevector, and let the squared coupling \(g^2\), normalised to volume, be constant. Final states are empty and spin is conserved. The golden rule gives the out-scattering rate

\[
\Gamma=2\pi g^2\!\int\!\frac{d^3k'}{(2\pi)^3}\big[N\delta(E+\omega-\varepsilon_{\mathbf k'})+(N+1)\delta(E-\omega-\varepsilon_{\mathbf k'})\big],
\]

where \(N\) is the phonon occupation. Each delta, with final energy \(E_f=E\pm\omega\), selects a sphere of radius \(K=\sqrt{2mE_f}\) and speed \(v=K/m\). Since \(d\varepsilon=(k/m)\,dk\),

\[
D(E_f)=\int\frac{4\pi k^2dk}{8\pi^3}\,\delta(E_f-\varepsilon_{\mathbf k})=\frac{mK}{2\pi^2},
\]

and for \(E>\omega\)

\[
\Gamma=2\pi g^2\,[N D(E+\omega)+(N+1)D(E-\omega)].
\]

It remains to see how well a mesh reproduces \(D\). Let the final-state nodes be \(\mathbf k'=h(\mathbf n+\boldsymbol\theta)\), with integer \(\mathbf n\). If the phonon mesh contains \(\mathbf q=0\), the offset \(\boldsymbol\theta\) is the initial \(\mathbf k/h\) modulo 1. It vanishes when the initial state lies on the same mesh. Two numbers control the errors:

\[
\kappa=K/h,\qquad s=\sigma/(vh).
\]

The first is the sphere's radius in mesh steps; the second is the Gaussian width divided by the energy change over one step along the velocity. Here \(g_\sigma(x)=e^{-x^2/2\sigma^2}/(\sqrt{2\pi}\,\sigma)\). If a program uses \(e^{-x^2/w^2}\), then \(\sigma=w/\sqrt2\). The expansions below require \(\kappa\gg1\) and \(\kappa\gg s\).

## Fixed Gaussian: two limits

The mesh sum is \(S=h^3(2\pi)^{-3}\sum_{\mathbf n}g_\sigma(E_f-\varepsilon_{\mathbf k'})\). Poisson summation turns it into

\[
S=\sum_{\mathbf R}e^{-i\mathbf R\cdot h\boldsymbol\theta}F(\mathbf R),\quad
F(\mathbf R)=\int\!\frac{d^3k}{(2\pi)^3}\,e^{i\mathbf R\cdot\mathbf k}g_\sigma(E_f-\varepsilon_{\mathbf k}),
\]

with \(\mathbf R=2\pi\mathbf n/h\). Averaging over offsets removes every phase factor except that of \(\mathbf R=0\). The average is thus \(F(0)\), and the variance is \(\sum_{\mathbf R\ne0}|F(\mathbf R)|^2\).

The average does not depend on \(h\). It is \(D\) smeared by the Gaussian. Expanding \(D\) about \(E_f\), the linear term cancels by symmetry and the quadratic one leaves \(\tfrac12\sigma^2D''\). Because \(D\propto E_f^{1/2}\), \(D''=-D/(4E_f^2)\), so

\[
\frac{F(0)}{D}-1\simeq-\frac{\sigma^2}{8E_f^2}=-\frac{s^2}{2\kappa^2}.
\]

The last form uses \(\sigma/E_f=2s/\kappa\). The sign is negative because the density of states is concave.

For \(\mathbf R\neq0\), the angular integral gives \(\sin(kR)/(kR)\). Since \(D(\varepsilon)/k=m/2\pi^2\) is constant,

\[
F(R)=\frac{m}{2\pi^2R}\int d\varepsilon\,\sin[Rk(\varepsilon)]\,g_\sigma(E_f-\varepsilon).
\]

Near the shell \(k(\varepsilon)\simeq K+(\varepsilon-E_f)/v\). The Gaussian average of the sine is then \(\sin(KR)\,e^{-R^2\sigma^2/2v^2}\), and

\[
\frac{F(R)}{D}\simeq\frac{\sin(2\pi\kappa n)}{2\pi\kappa n}\,e^{-2\pi^2s^2n^2},\qquad n=|\mathbf n|.
\]

This is aliasing: the mesh mistakes an oscillation of period \(h\) for a constant. For \(n=1\) the exponential is 0.089 at \(s=0.35\), 0.0072 at \(s=0.5\) and \(2.7\times10^{-9}\) at \(s=1\). Linearising \(k(\varepsilon)\) inside the sine also requires \(\kappa\gg4\pi^3n^3s^4\), which is about 124 for \(n=s=1\). On coarser meshes the aliasing at \(s=1\) is larger than this estimate, about tenfold at \(\kappa=20\), but still negligible beside the bias.

The order of limits follows. If \(h\to0\) first, aliasing vanishes, and the subsequent limit \(\sigma\to0\) removes the bias. If \(\sigma\to0\) first at fixed \(h\), the sum tends to zero when no node lies on the sphere and diverges as \(1/\sigma\) when one does. Neither result is the rate.

### Reducing both together

For \(s\ll1\) many \(\mathbf n\) contribute to the variance. Replace \(\sin^2\) by its mean, \(1/2\), and the sum by an integral:

\[
\frac{\mathrm{Var}\,S}{D^2}\simeq\frac{4\pi}{8\pi^2\kappa^2}\int_0^\infty\!dn\,e^{-4\pi^2s^2n^2}
=\frac{1}{8\pi^{3/2}s\kappa^2}=\frac{vh^3}{8\pi^{3/2}K^2\sigma}.
\]

This is the counting noise of the nodes inside the smeared shell. At this order, along any path with \(h\to0\) and \(\sigma\to0\), the mean-square error over offsets vanishes if and only if \(h^3/\sigma\to0\). The stronger condition \(\sigma\ge vh\) also keeps the oscillating aliasing negligible beside the bias on practical meshes with \(\kappa\gg1\); it is not necessary for convergence in this averaged sense.

Explicit sums with 1000 random offsets illustrate three paths. All start at \(\kappa=8.3\), \(s=0.05\), where the counting formula gives an rms relative error of 8.1%; the mesh spacing is then halved.

| Path | rms at \(\kappa=8.3\) | rms at \(\kappa=16.6\) |
|---|---|---|
| \(\sigma\propto h\) | 7.8% | 3.2% |
| \(\sigma\propto h^2\) | 8.0% | 5.2% |
| \(\sigma\propto h^3\) | 7.6% | 7.6% |

The first column repeats one setting with different random offsets, so its spread is sampling scatter. The formula predicts second-column values of 4.0%, 5.7% and 8.1%. Keeping the discrete \(\mathbf n\) and the actual sines gives 3.2%, 5.1% and 7.8%, closer to the samples. On the third path refinement brings no gain.

### When the initial state lies on the mesh

An average over offsets says little about the special case \(\boldsymbol\theta=0\). The node energies are then integer multiples of \(h^2/2m\), so \(\sigma\) must at least be comparable with that spacing, to bridge the gaps between levels. Take \(\sigma=0.05\,h^2/m\), one tenth of it. With \(\kappa^2=400.5\), midway between levels, the explicit sum is \(3\times10^{-5}\) of the exact value. With \(\kappa^2=401\), on a level, it is 7.6 times the exact value, and 15.2 times after \(\sigma\) is halved. For 200 random offsets at \(\kappa^2=400.5\), the same width gives an rms error of 14%. An isotropic parabola on a cubic mesh has unusually many degenerate nodes, so this case is severe.

## Velocity-adaptive Gaussian: one limit

A fixed \(\sigma\) gives fast shells a smaller \(s\), hence a weaker exponential suppression of aliasing. The adaptive choice holds \(s\) fixed instead:

\[
\sigma(\mathbf k')=s\,h\,|\mathbf v_{\mathbf k'}|=s\,h\,k'/m .
\]

With a dispersive phonon, the velocity should be replaced by the gradient of the whole argument of the delta.

Only \(h\to0\) remains, but the width now varies across the shell and changes the bias. Put \(a=sh\) and \(u=k-K^2/k\). The Gaussian's argument is \((E_f-\varepsilon_{\mathbf k})/\sigma(k)=-u/(2a)\), so

\[
\frac{F(0)}{D}=\frac1K\int_0^\infty\frac{k\,dk}{\sqrt{2\pi}\,a}\,e^{-u^2/8a^2}.
\]

Solving for \(k\) gives \(k=(u+w)/2\), with \(w=\sqrt{u^2+4K^2}\), and therefore \(dk=(k/w)\,du\). Thus \(k\,dk=(u+w)^2du/(4w)\). The part odd in \(u\) integrates to zero, and the even part is \((u^2+2K^2)/(2w)\). Hence

\[
\frac{F(0)}{D}=\int_{-\infty}^{\infty}\!du\,\frac{e^{-u^2/8a^2}}{2a\sqrt{2\pi}}\;\frac{u^2+2K^2}{Kw}.
\]

The first factor is a normalised Gaussian of variance \(4a^2\). For small \(u/K\) the second is

\[
\Big(1+\frac{u^2}{2K^2}\Big)\Big(1-\frac{u^2}{8K^2}\Big)\simeq1+\frac{3u^2}{8K^2},
\]

so that

\[
\frac{F(0)}{D}-1\simeq+\frac{3a^2}{2K^2}=+\frac{3s^2}{2\kappa^2}.
\]

A fixed width equal to the adaptive one on the shell gives \(-s^2/2\kappa^2\). The adaptive bias thus has the opposite sign and three times the size. To see why, expand in the width: the leading bias is \((\sigma^2D)''/(2D)\), with \(\sigma^2\propto\varepsilon\) now inside the derivative. The term \(\sigma^2D''/(2D)\) is the concavity contribution, \(-s^2/2\kappa^2\), as before. The term with \((\sigma^2)''\) vanishes, and the cross term \((\sigma^2)'D'/D=\sigma^2/(2E_f^2)\) adds \(+2s^2/\kappa^2\): states outside the sphere are smeared more widely, and there are more of them. At \(\kappa=20\), \(s=1\), explicit sums with zero offset give \(-0.126\%\) for the fixed width and \(+0.374\%\) for the adaptive one; the formulas give \(-0.125\%\) and \(+0.375\%\). What adaptivity offers is the same exponential suppression of aliasing on shells of different speed, not a smaller bias on one shell.

Near the shell \(k\simeq K+u/2\), so the leading aliasing terms are those of the fixed Gaussian. The six vectors with \(n=1\) contribute at most \(6e^{-2\pi^2s^2}/(2\pi\kappa)\). At fixed \(s\) this falls as \(h\), while the bias falls as \(h^2\), so aliasing eventually dominates. Equating this bound to the bias gives

\[
\kappa_\times=\frac{\pi s^2}{2}\,e^{2\pi^2s^2},
\]

which is about 55 for \(s=0.5\) and about \(6\times10^8\) for \(s=1\). With \(s=1\), once \(\kappa\gg1\), aliasing therefore does not spoil the second-order behaviour on any practical mesh for this band.

## Tetrahedra: the width limit taken first, on another band

The tetrahedron method interpolates \(\varepsilon\) linearly between nodes and integrates the delta analytically. It takes \(\sigma\to0\) at fixed \(h\), as the failing order did, but on a continuous interpolated band, so the result is finite.

Within a cube of the mesh let \(\mathbf k=\mathbf k_0+h\mathbf x\), \(0\le x_i\le1\). Then

\[
k^2=k_0^2+2h\,\mathbf k_0\!\cdot\!\mathbf x+h^2\sum_i x_i^2 .
\]

At the corners \(x_i^2=x_i\). Replacing \(x_i^2\) by \(x_i\) gives a linear function that is correct at all eight corners, so every tetrahedron in the cube uses it. For this band and mesh the way the cube is divided is immaterial. The interpolated energy is too high by

\[
\delta\varepsilon=\frac{h^2}{2m}\sum_i x_i(1-x_i),
\]

whose cell average is \(h^2/4m\), since \(x(1-x)\) averages to \(1/6\). To first order

\[
D_{\rm tet}\simeq D-\frac{d}{dE_f}\int\!\frac{d^3k}{(2\pi)^3}\,\delta\varepsilon\,\delta(E_f-\varepsilon_{\mathbf k}).
\]

The average part gives \(-(h^2/4m)D'/D\). With \(D'/D=1/(2E_f)=m/K^2\), this is \(-1/(4\kappa^2)\).

The rest oscillates as the sphere moves through the mesh. Use

\[
x(1-x)=\frac16-\sum_{j\ge1}\frac{\cos2\pi jx}{\pi^2j^2},\qquad x_i=k_i/h-\theta_i \pmod 1.
\]

The shell integral of \(\cos2\pi j(k_i/h-\theta_i)\) is \(D\cos(2\pi j\theta_i)\sin(2\pi j\kappa)/(2\pi j\kappa)\). In this expression \(D/\kappa\) is constant, so differentiation acts on the sine alone. With \(d\kappa/dE_f=1/(vh)\), the derivative is \(D\cos(2\pi j\theta_i)\cos(2\pi j\kappa)/(Kv)\). Multiplying by \(h^2/2m\) and using \(Kv=K^2/m\) gives the prefactor \(1/(2\kappa^2)\). The product of cosines is half the sum of cosines of \(2\pi j(\theta_i\pm\kappa)\), and the series sums to \(B(y)=y^2-y+\tfrac16\), with \(y\) taken modulo 1. Therefore

\[
\frac{D_{\rm tet}}D-1\simeq-\frac1{\kappa^2}\Big\{\frac14-\frac14\sum_i\big[B(\theta_i+\kappa)+B(\theta_i-\kappa)\big]\Big\}.
\]

Since \(B\) runs from \(-1/12\) to \(1/6\), the leading error lies between \(-3/(8\kappa^2)\) and zero, with offset mean \(-1/(4\kappa^2)\). For zero offset, direct tetrahedron sums multiplied by \(\kappa^2\) give errors of \(-0.006\) at \(\kappa=40\) and \(-0.377\) at \(\kappa=40.5\), near the two extremes. The small first value reflects a favourable position of the sphere: at zero offset the \(h^2\) term vanishes whenever \(\kappa\) is an integer. A sequence of meshes that keeps \(\kappa\) an integer therefore converges faster than \(h^2\), but for general \(\kappa\) the error is of second order.

The exchange of limits can be seen directly. At \(\kappa=6.5\) and zero offset the tetrahedron error is \(-0.90\%\). Sampling the same interpolated band ten times more finely, with a Gaussian matched to the finer spacing, gives \(-0.87\%\). Finer sampling of the interpolated band thus leads to the tetrahedron value, not to the exact one; new band energies are needed to reduce the error.

## Near the emission threshold

Just above threshold the emission sphere is small, \(\kappa\) is of order one, and the expansions lose accuracy. At \(\kappa=2\), averages over 64 evenly spaced offsets give errors of \(-10\%\) for a fixed Gaussian with \(s=1\), \(+31\%\) for the adaptive one with \(s=1\), and \(-6\%\) for tetrahedra. The leading formulas give \(-12.5\%\), \(+37.5\%\) and \(-6.25\%\), so they are still a fair guide there. At \(\kappa=1\) the offset averages are about \(-8.5\%\), \(+92\%\) and \(-30\%\), against \(-50\%\), \(+150\%\) and \(-25\%\); the Gaussian formulas have then broken down.

Below threshold the emission rate should vanish. A fixed Gaussian leaves a tail whose decay is governed mainly by the factor \(e^{-E_f^2/2\sigma^2}\), where \(E_f\) is now negative. Tetrahedra leave none for this band, because \(\delta\varepsilon\ge0\) keeps the interpolated energies non-negative.

## A worked rate

Take the round parameters \(m=0.2\), \(E=0.003\) Ha, \(\omega=k_BT=0.001\) Ha and \(g^2=0.02\) Ha² bohr³. Then \(N=1/(e-1)=0.582\). For absorption \(K=0.0400\) bohr⁻¹, and

\[
2\pi(0.02)(0.582)\,\frac{0.2\times0.0400}{2\pi^2}=2.96\times10^{-5}\ \text{Ha}.
\]

For emission \(K=0.0283\) bohr⁻¹ and the factor is \(N+1=1.582\), which gives \(5.70\times10^{-5}\) Ha. The total is \(8.66\times10^{-5}\) Ha, or 3.58 ps⁻¹.

The initial wavevector points along (1,2,3), which gives a generic offset. The table lists errors relative to the exact total, in percent. The broad and narrow fixed widths are \(2\times10^{-4}\) and \(2\times10^{-6}\) Ha; the adaptive setting is \(s=1\).

| \(h\) (bohr⁻¹) | Broad | Narrow | Adaptive | Tetrahedra |
|---|---|---|---|---|
| 0.004 | −0.204 | −10.1 | 2.434 | −0.413 |
| 0.002 | −0.094 | 9.6 | 0.618 | −0.104 |
| 0.001 | −0.094 | 4.9 | 0.155 | −0.025 |

The broad Gaussian has converged with respect to the mesh, but to a biased value. Emission supplies 65.8% of the rate and has \(\sigma/E_f=0.1\); absorption supplies 34.2% and has 0.05. The predicted bias is \(-(0.658\times0.01+0.342\times0.0025)/8=-0.093\%\). The extra error at \(h=0.004\) must be aliasing, since \(F(0)\) does not depend on \(h\).

The narrow width shows counting noise. For emission alone the formula gives an rms error of 36% at the coarsest mesh and 4.5% at the finest; the table shows one offset per mesh. The adaptive error falls nearly fourfold at each halving of \(h\). Its last two entries extrapolate to \((4\times0.155-0.618)/3\approx0.001\%\).

The mass and the phonon energy, about 27 meV, are of a size found in semiconductors, and the temperature is about 316 K; the coupling is simply a round number. Real bands are not parabolic. If \(k^2/2m=\varepsilon(1+\alpha\varepsilon)\), then \(D\) is multiplied by \((1+2\alpha\varepsilon)\sqrt{1+\alpha\varepsilon}\). For an illustrative \(\alpha=0.5\) eV⁻¹ this raises the present rate by about 9%, far more than the delta error on the finest mesh, except for the narrow Gaussian. Polar coupling, which depends strongly on \(q\), can matter more and is not estimated here.

## Choosing the setting

For a smooth, nearly parabolic, isotropic valley on a simple cubic mesh, start from the smallest final sphere that contributes appreciably. For a relative error \(\eta\), the leading formulas require

\[
\kappa\ge\frac{s}{\sqrt{2\eta}}\ \text{(fixed)},\quad
s\sqrt{\frac{3}{2\eta}}\ \text{(adaptive)},\quad
\sqrt{\frac{3}{8\eta}}\ \text{(tetrahedra)}.
\]

With \(\eta=10^{-3}\) and \(s=1\) these are about 22, 39 and 19 mesh steps per radius.

- **Fixed width:** choose \(\sigma\le E_f\sqrt{8\eta}\) first, then refine the mesh until the aliasing bound \(6e^{-2\pi^2s^2}/(2\pi\kappa)\) on the fastest relevant shell is well below \(\eta\). The value \(s=0.5\) suffices only for loose tolerances: with \(\kappa\approx s/\sqrt{2\eta}\) and zero offset the total error can reach about \(3\eta\) for \(\eta=10^{-4}\) and \(7\eta\) for \(\eta=10^{-5}\), whereas \(s=0.6\) keeps it near \(1.2\eta\) for \(\eta=10^{-4}\). Repeat with a smaller \(\sigma\) and a correspondingly finer mesh. Stability under mesh refinement alone does not reveal the bias.
- **Adaptive width:** keep \(s\) fixed and refine \(h\). Setting \(s=0.5\) quarters the bias of \(s=1\) but admits some aliasing. Extrapolation in \(h^2\) is justified while aliasing is negligible.
- **Tetrahedra:** refine \(h\) with new band energies, and judge convergence from several initial states or meshes, because the coefficient of \(h^2\) oscillates.

For this model tetrahedra need the fewest nodes at \(s=1\). The ranking depends on \(s\): at \(s=0.5\) the bias of the fixed width requires only about 11 steps per radius, though aliasing can then raise the error by roughly 70%. The estimates also assume an isotropic mass, a simple cubic mesh, constant coupling and a band without crossings. With masses \(m_i\) along the mesh axes, the mean tetrahedron error becomes \(-\tfrac1{12}\sum_i\kappa_i^{-2}\) with \(\kappa_i=\sqrt{2m_iE_f}/h\), so the steps should be counted along the lightest-mass direction. On skew meshes the division of the cell matters: on the bcc mesh of an fcc crystal, with \(h\) the length of the primitive mesh vectors, the mean error is about \(-0.17/\kappa^2\) when cells are cut along the shortest diagonal and \(-0.28/\kappa^2\) along a long one. Where bands cross, linear interpolation of energy-ordered bands can join the wrong branches, and the estimates above do not apply.

Numbers in the example were calculated in double precision.
